# Electrostatic Cost of a Neel-Like Wall and Its Finite-Film Correction

## Definitions and conventions

A ferroelectric film of height \(h\) lies between two ideal grounded electrodes at \(z=0\) and \(z=h\). A flat wall with normal \(x\) separates domains polarized along \(+z\) and \(-z\). In a Neel-like wall the polarization turns through the wall normal, so a component \(P_x\) appears inside the wall and vanishes in both domains. The model is a box: \(P_x=P\) for \(|x|<w/2\) and zero elsewhere, uniform along \(y\) and \(z\).

Three conventions fix the meaning of the result.

- \(P\) is the switchable lattice polarization and is held fixed. The remaining dielectric response, the background, is linear and isotropic with relative permittivity \(\epsilon_b\). We write \(\varepsilon=\epsilon_0\epsilon_b\).
- There is no free charge at the wall, and the field vanishes far from it.
- \(U\) is the electrostatic energy per wall area caused by \(P_x\). It is not the whole wall energy, which also has gradient and local parts.

The \(z\) component does not depend on \(z\), so its bound charge sits at the electrodes. There the potential is zero and the charge is compensated, so it adds nothing to \(U\).

The small parameter is \(t=w/h\). The limit \(t\to0\) gives the basic estimate, and the electrodes give the first correction.

## Leading order: a wall in a very tall film

For \(h\to\infty\) everything depends on \(x\) alone. Let \(D=\varepsilon E+P_x\). Without free charge \(dD/dx=0\), and far away both \(E\) and \(P_x\) vanish, so \(D=0\) everywhere. Hence

\[
E=-\frac{P}{\varepsilon}\ \text{ inside the wall},\qquad E=0\ \text{ outside}.
\]

The bound charge \(-dP_x/dx\) forms a sheet \(+P\) at \(x=w/2\) and a sheet \(-P\) at \(x=-w/2\), like a charged capacitor.

The energy must include the work stored in the background. Let \(P_b\) be the background polarization and \(\chi=\epsilon_b-1\). The net polarization is \(P+P_b\), the field is \(-(P+P_b)/\epsilon_0\), and the energy density is

\[
u=\frac{(P+P_b)^2}{2\epsilon_0}+\frac{P_b^2}{2\epsilon_0\chi}.
\]

The first term is vacuum field energy and the second is the elastic energy of the background. Setting \(du/dP_b=0\) gives

\[
P+P_b+\frac{P_b}{\chi}=0\quad\Rightarrow\quad P_b=-\frac{\chi}{\epsilon_b}P,\qquad P+P_b=\frac{P}{\epsilon_b}.
\]

Inserting this,

\[
u=\frac{P^2}{2\epsilon_0}\,\frac{1+\chi}{\epsilon_b^2}=\frac{P^2}{2\epsilon_0\epsilon_b},
\qquad
\boxed{U_0=\frac{P^2w}{2\epsilon_0\epsilon_b}} .
\]

A fraction \(1/\epsilon_b\) of this is vacuum field energy; the background holds the rest.

**Numbers.** Take \(P=10\ \mu\text{C/cm}^2\) (0.1 C/m²), \(w=0.5\) nm and \(\epsilon_b=5\). In SI units,

\[
U_0=\frac{(0.1)^2(0.5\times10^{-9})}{2(8.854\times10^{-12})(5)}\ \text{J/m}^2\approx 56\ \text{mJ/m}^2,
\]

or 0.35 eV/nm². The field is 22.6 MV/cm and the potential step is \(V=Pw/\varepsilon=1.13\) V. Of the energy, 11.3 mJ/m² is vacuum field energy and 45.2 mJ/m² is stored in the background.

The meaning of \(P\) matters. The net polarization here is \(P/\epsilon_b=2\ \mu\text{C/cm}^2\). If \(10\ \mu\text{C/cm}^2\) were the net value, the lattice part would be \(\epsilon_b\) times larger and the energy \(\epsilon_b^2=25\) times larger, 1412 mJ/m².

## The profile sets the prefactor

For a smooth \(P_x(x)\), the condition \(D=0\) still holds at each \(x\), so the same minimization applies locally:

\[
U_0=\frac{1}{2\varepsilon}\int P_x^2\,dx .
\]

Two profiles with peak value \(P\) show the spread. For \(P_x=P\cos(\pi x/w)\) on \(|x|<w/2\), the mean of \(\cos^2\) is \(1/2\), and the energy falls to 28 mJ/m². For \(P_x=P\,\text{sech}(x/\delta)\), the integral of \(\text{sech}^2(x/\delta)\) is \(2\delta\). If \(w\) is the full width at half maximum, \(\cosh(w/2\delta)=2\), so \(2\delta=w/\text{arccosh}\,2=w/1.317\), and the energy is 43 mJ/m². "Width" must therefore be defined before the estimate is trusted to better than a factor of two.

## First correction: finite film height

The electrodes hold the potential at zero and so reduce its magnitude along the charge sheets, most strongly near their ends. On \(0<z<h\), expand the uniform sheet density in functions that vanish at the electrodes:

\[
P=\sum_{n\ \text{odd}}\sigma_n\sin k_nz,\qquad \sigma_n=\frac{4P}{n\pi},\qquad k_n=\frac{n\pi}{h}.
\]

A single sheet \(\sigma_n\sin k_nz\) at \(x_0\) produces the potential

\[
\phi_n=\frac{\sigma_n}{2\varepsilon k_n}\,e^{-k_n|x-x_0|}\sin k_nz .
\]

It solves Laplace's equation off the sheet, and the jump of \(-\varepsilon\,\partial_x\phi_n\) across the sheet is \(\sigma_n\sin k_nz\), as Gauss's law requires. On the positive face, the two sheets together give the amplitude \(\sigma_n(1-e^{-k_nw})/(2\varepsilon k_n)\); the negative face has the opposite potential.

The energy is half the sum of charge times potential. The two faces contribute equally, which cancels the half, and the average of \(\sin^2k_nz\) over \(z\) is \(1/2\). Thus

\[
U=\sum_{n\ \text{odd}}\frac{\sigma_n^2}{4\varepsilon k_n}\left(1-e^{-k_nw}\right)=U_0\,f(t),
\]
\[
f(t)=\sum_{n\ \text{odd}}\frac{8}{n^2\pi^2}\,\frac{1-e^{-na}}{na},\qquad a=\pi t .
\]

As \(a\to0\) each fraction tends to 1, and \(\sum_{n\ \text{odd}}n^{-2}=\pi^2/8\) gives \(f=1\).

The next term cannot be found by expanding the exponential term by term: that gives \(\sum 1/n\), which diverges. The cure is to differentiate until the sum is known. Define

\[
S(a)=\sum_{n\ \text{odd}}\frac{1-e^{-na}}{n^3},\qquad f=\frac{8S}{\pi^2a}.
\]

Then \(S(0)=0\), \(S'(0)=\pi^2/8\), and

\[
S''(a)=-\sum_{n\ \text{odd}}\frac{e^{-na}}{n}=-\frac12\ln\frac{1+e^{-a}}{1-e^{-a}}=-\frac12\ln\coth\frac a2 .
\]

For small \(a\), \(\coth(a/2)=(2/a)(1+a^2/12+\dots)\), so

\[
S''=-\frac12\ln\frac2a-\frac{a^2}{24}+\dots
\]

Integrating the logarithm once from 0 to \(a\), and then again, gives

\[
S'=\frac{\pi^2}{8}-\frac12\left[a\ln\frac2a+a\right]-\frac{a^3}{72}+\dots
\]
\[
S=\frac{\pi^2a}{8}-\frac{a^2}{4}\left[\ln\frac2a+\frac32\right]-\frac{a^4}{288}+\dots
\]

In the second integration, \(\int_0^a u\ln(2/u)\,du=\tfrac12a^2\ln(2/a)+\tfrac14a^2\), and the term \(u\) adds \(\tfrac12a^2\). Multiplying by \(8/(\pi^2a)\) and putting \(a=\pi w/h\),

\[
\boxed{U=U_0\left\{1-\frac{2w}{\pi h}\left[\ln\frac{2h}{\pi w}+\frac32\right]-\frac{\pi}{36}\frac{w^3}{h^3}+\dots\right\}}
\]

For \(w\ll h\), the logarithm comes from modes with wavelengths between roughly \(h\) and \(w\). Where the wavelength is well above \(w\), \((1-e^{-na})/(na)\approx1-na/2\), and the resulting sum of \(1/n\) is cut off near \(n\sim h/w\).

**Numbers.** For \(h=10\) nm, \(t=0.05\) and \(2h/(\pi w)=12.73\), with logarithm 2.544. The correction is

\[
0.03183\,(2.544+1.5)=0.1287,
\]

so \(f=0.8713\). This agrees with the summed series to the four digits shown; the cubic term is only about \(10^{-5}\). A separate finite-difference solution of the two-dimensional Poisson problem gives 0.8697, lower by 0.2 percent. The energy becomes

\[
U=0.8713\times56.47\ \text{mJ/m}^2\approx49\ \text{mJ/m}^2 .
\]

**The opposite limit.** For \(w\gg h\) the exponentials vanish and \(\sum_{n\ \text{odd}}n^{-3}=7\zeta(3)/8\), where \(\zeta\) is the Riemann zeta function. Then

\[
f\to\frac{7\zeta(3)}{\pi^3}\frac hw,\qquad U\to\frac{7\zeta(3)}{2\pi^3}\frac{P^2h}{\varepsilon}.
\]

The energy no longer depends on \(w\): the electrodes screen the two faces from each other, and each sheet has its own energy.

## Can electron-hole pairs screen the wall?

Return to the tall film and let pairs across a gap \(E_g\) place a compensating density \(\sigma\) on each face. We ignore their confinement energy, which would raise the cost, and the attraction within a single pair, which would lower it by about 0.6 eV at this spacing. Then

\[
U(\sigma)=\frac{(P-\sigma)^2w}{2\varepsilon}+\sigma\frac{E_g}{e},\qquad
\left.\frac{dU}{d\sigma}\right|_{0}=-V+\frac{E_g}{e}.
\]

Since \(U(\sigma)\) is convex, pairs form in this model only if \(eV>E_g\). With a gap of 5.5 eV and \(V=1.13\) V, the best value is \(\sigma=0\). Full screening would cost \(0.1\times5.5\) J/m², or 550 mJ/m², to remove 56 mJ/m².

Charge already present at defects is different, because it need not pay the gap. At fixed \(P\) and \(w\), compensating half the sheet charge leaves one quarter of the field energy, about 14 mJ/m². Full compensation needs \(6.2\times10^{13}\ \text{cm}^{-2}\) on each face.

## Would the normal component survive?

So far \(P\) was imposed. To let it relax, take an isotropic Landau energy density \(-\tfrac12\alpha p^2+\tfrac14\beta p^4\), with \(p^2=P_x^2+P_z^2\) and equal gradient coefficients for both components. The spontaneous polarization is \(P_s=\sqrt{\alpha/\beta}\).

We fix the coefficient \(\alpha\) from the intrinsic coercive field \(E_c\), taken for reversal along \(z\) without rotation of the polarization. On that path, \(E=-\alpha P_z+\alpha P_z^3/P_s^2\) has its extremum at \(P_z=P_s/\sqrt3\), with magnitude

\[
E_c=\frac{2\alpha P_s}{3\sqrt3}\quad\Rightarrow\quad \alpha=\frac{3\sqrt3\,E_c}{2P_s}.
\]

In the tall film the electrostatic cost is the local term \(P_x^2/(2\varepsilon)\). Measure polarization in \(P_s\) and length in the natural unit of the gradient term, and define \(s=1/(\varepsilon\alpha)\). The equilibrium equations are

\[
p_z''=(p^2-1)p_z,\qquad p_x''=(p^2-1+s)p_x .
\]

Try \(p_z=\tanh\kappa x\), \(p_x=A\,\text{sech}\,\kappa x\), so that \(p^2-1=-(1-A^2)\,\text{sech}^2\kappa x\). The first equation requires \(2\kappa^2=1-A^2\), and the second requires this and \(\kappa^2=s\). Therefore

\[
A^2=1-2s,
\]

and this Neel-like solution exists only for \(s<1/2\).

The wall without \(p_x\) is \(p_z=\tanh(x/\sqrt2)\). A small \(p_x\) on it is governed by the operator \(-d^2/dx^2+s-\text{sech}^2(x/\sqrt2)\). Its nodeless, hence lowest, mode is \(\text{sech}(x/\sqrt2)\), with eigenvalue \(s-1/2\). So for \(s>1/2\) a small normal component decays. Numerical relaxation from a finite starting component gives \(A=0.447\) at \(s=0.4\), equal to \(\sqrt{0.2}\), and zero at \(s=0.6\).

With rough values \(P_s=50\ \mu\text{C/cm}^2\) and \(E_c=10\) MV/cm, \(\alpha=5.2\times10^9\) V m/C, while \(1/\varepsilon=2.26\times10^{10}\) V m/C. Hence \(s\approx4.3\), and in the tall film relaxation removes the normal component. For the imposed box, the quadratic Landau term can return at most \(\tfrac12\alpha P^2w=13\) mJ/m² against a cost of 56 mJ/m². At this \(\alpha\), the component would need a background permittivity above about 43 to survive in the tall film of this two-component model.

The threshold does not carry over to finite height. Between grounded electrodes, a \(P_x\) uniform in \(z\) with wave number \(q\) along \(x\) pays only the fraction \(\sum_{n\ \text{odd}}\frac{8}{n^2\pi^2}\frac{q^2}{q^2+k_n^2}=1-\frac{\tanh(qh/2)}{qh/2}\approx q^2h^2/12\) of the local cost. The isotropic Landau term gives \(p_x\) no stiffness in the domains, so the attractive \(\text{sech}^2\) well binds a broad mode with negative eigenvalue even for \(s>1/2\). For \(h\) equal to 57 natural length units (10 nm if \(\tanh(x/\sqrt2)\) has width \(2\sqrt2\) units equal to 0.5 nm), the eigenvalue is about \(-0.13\) at \(s=0.6\) and \(-0.002\) at \(s=4.35\). The latter is a weak instability spread far into the domains, which modest anisotropy would remove.

Even in the tall film the condition \(s<1/2\) is not sufficient, because the model leaves out \(P_y\), which lies in the wall plane and creates no bound charge. In the same isotropic energy, a small \(p_y\) on the Neel-like wall is governed by \(-d^2/dx^2-2\kappa^2\,\text{sech}^2\kappa x\). Its lowest mode, \(\text{sech}\,\kappa x\), has eigenvalue \(-\kappa^2=-s\), so \(p_y\) grows throughout the range \(0<s<1/2\) in which this wall exists. On the wall without \(p_x\), the same operator with \(s=0\) gives \(p_y\) the eigenvalue \(-1/2\), so that wall is also unstable to \(p_y\) at any \(s\). Either wall therefore needs something that disfavors \(P_y\), such as crystal anisotropy. The threshold also assumes that no term is linear in \(P_x\). A flexoelectric-type coupling \(P_x\,d(P_z^2)/dx\) would induce a normal component, odd in \(x\), at any \(s\).

## Comparison with a hafnia capacitor

The film height, gap, \(P_s\) and \(E_c\) above are rough values for thin ferroelectric hafnia; \(P\), \(w\) and \(\epsilon_b\) are assumptions of the estimate. The wall field is 4.5 times a rough film breakdown field of 5 MV/cm. That comparison does not by itself predict breakdown, because the field spans only 0.5 nm and the step is about a fifth of the gap. It does make a linear background doubtful, and the resulting error is not computed here. A width of about one lattice cell also strains continuum electrostatics.

The value \(\epsilon_b=5\) is close to a purely electronic response. If the non-switching lattice modes also respond inside the wall, \(\epsilon_b\) could be 20 to 30, which gives \(U_0\) of 14 to 9 mJ/m² and \(s\) of 1.1 to 0.7. At fixed \(\epsilon_b\), with \(P\) defined as the lattice part, the assumption that it is fixed and unscreened matters most among the effects sized here: half compensation lowers 56 to 14 mJ/m², and free relaxation in the tall-film Landau model lowers it to zero. In the examples computed here, profile shape and film height have smaller effects, but a thinner film or a higher domain permittivity can change this order. Film height lowers the result by 13 percent if the permittivity is 5 everywhere. If the domains also respond through their lattice, the reduction is larger: about 39 percent for a permittivity of 30 in the domains and 5 in the wall. Strain coupling is left out. As a thermal scale, an area \(w^2\) of the uniform wall carries 0.088 eV, about \(3.4\,k_BT\) at 300 K. This is not the energy of an isolated patch of that size, which has fringing fields and further gradient and local costs. The estimate is thus the price of imposing an unscreened normal component, not a prediction of a stable wall's energy. The numerical output below lists the main inputs and results, but not the case with a permittivity of 30 in the domains.

## Table of computed values

```
INPUTS
normal polarization P         10.0 uC/cm2
wall width w                  0.50 nm
background permittivity       5.0
film height (rough)           10.0 nm
band gap (rough)              5.5 eV
breakdown field (rough)       5.0 MV/cm
spontaneous polariz. (rough)  50.0 uC/cm2
intrinsic coercive f. (rough) 10.0 MV/cm
temperature                   300 K
MAIN RESULT
penalty, formula              56.47 mJ/m2
penalty, Coulomb sum          56.47 mJ/m2
penalty, converted            0.352 eV/nm2
energy density in wall        1.129e+08 J/m3
field in wall                 22.59 MV/cm
potential step                1.129 V
sheet charge P/e              6.242e+13 cm^-2
BACKGROUND
net polarization              2.00 uC/cm2
vacuum field energy           11.29 mJ/m2
energy in background          45.18 mJ/m2
penalty if P were net value   1412 mJ/m2
PROFILE SHAPE
half-sine, full width w       28.24 mJ/m2
sech, half-maximum width w    42.88 mJ/m2
FINITE FILM HEIGHT
reduction factor, series      0.8713
reduction factor, grid        0.8697
penalty in film               49.20 mJ/m2
BREAKDOWN AND SCREENING
field / breakdown field       4.52
e * step / gap                0.205
best pair screening charge    0.00 uC/cm2
cost of full pair screening   550 mJ/m2
RELAXATION OF P (isotropic Landau model)
Landau coefficient alpha      5.196e+09 V m/C
electrostatic stiffness       2.259e+10 V m/C
stiffness ratio s             4.35
threshold of s                0.500
largest Landau gain           12.99 mJ/m2
relaxed Pn/Ps at s = 0.4      0.447
relaxed Pn/Ps at s = 0.6      0.000
relaxed Pn/Ps, example        0.000
permittivity at threshold     43.5
THERMAL SCALE
penalty per patch w*w         0.0881 eV
kT                            0.0259 eV
```
